# Which quasi-Fermi level sets the filling of an illuminated trap?

**Question**

I am modelling unpaired interstitial iron in p-type silicon at 300 K, under steady near-gap light at open circuit. The iron has a donor level 0.38 eV above the valence-band edge: neutral when filled with an electron, positive when empty. My quasi-Fermi levels are $F_n=0.739$ eV and $F_p=0.204$ eV on the same scale.

The level lies below $F_n$, so it should be full. It also lies above $F_p$, so it should be empty. Holes are the majority carriers by a factor of nearly a thousand, so I am inclined to use $F_p$. Is that right, and if not, what decides the filling?

**Answer**

Neither level decides it. A quasi-Fermi level describes how carriers are distributed within one band. The trap exchanges electrons with both bands, and its filling follows from the balance of those exchanges. For your iron, with the rough capture coefficients assumed below, the filled fraction comes out near 0.45, whereas $F_n$ predicts almost 1 and $F_p$ about 0.001.

**The four rates**

Let the trap density be $N_t$ and the filled fraction $f$. I assume that the carriers in each band are nondegenerate and thermal at the lattice temperature. I neglect optical emission from the trap, Auger emission and transfer between traps.

An empty trap captures electrons at the rate $c_n n$, and a filled one captures holes at the rate $c_p p$. The emission rates follow from microscopic reversibility. When an electron falls from a band state at energy $E$ to the trap level $E_t$, the lattice takes up $E-E_t$ as phonons. The reverse transition must start from vibrational states that are higher by this energy, and in a thermal lattice these are rarer by a Boltzmann factor. If $k(E)$ is the capture coefficient for that band state, the reverse coefficient is therefore

$$k(E)\,e^{-(E-E_t)/kT}.$$

Ratios of spin degeneracies and of vibrational partition functions are absorbed in $E_t$. As an example, take one vibrational mode with a quantum of 0.04 eV, Huang–Rhys factor 3 and nine phonons released. Summing the oscillator overlaps explicitly at 300 K gives a capture-to-reverse ratio of $1.116\times10^6$, in agreement with $e^{0.36/0.025852}$.

Now sum over the conduction band, with density of states $g(E)$ and occupation $e^{(F_n-E)/kT}$:

$$c_n n=\int g\,k\,e^{(F_n-E)/kT}dE,\qquad e_n=\int g\,k\,e^{-(E-E_t)/kT}dE .$$

The integrands differ by the constant factor $e^{(E_t-F_n)/kT}$, so

$$e_n=c_n n_1,\qquad n_1=n\,e^{(E_t-F_n)/kT}=N_c e^{-(E_g-E_t)/kT}.$$

Here $E_g$ is the gap and energies are measured from the valence-band edge. Light changes $F_n$, but $F_n$ cancels from both $c_n$ and $n_1$, so the emission rate found in the dark still applies. The same argument for holes gives $e_p=c_p p_1$ with $p_1=p\,e^{(F_p-E_t)/kT}=N_v e^{-E_t/kT}$. The product is $n_1p_1=N_cN_ve^{-E_g/kT}=n_i^2$.

**The filling is a weighted mean**

Electron capture and hole emission fill the trap; electron emission and hole capture empty it:

$$\frac{df}{dt}=(c_n n+c_p p_1)(1-f)-(c_n n_1+c_p p)f .$$

Setting this to zero and collecting the terms in $f$ gives

$$f=\frac{c_n n+c_p p_1}{A_n+A_p},\qquad A_n=c_n(n+n_1),\quad A_p=c_p(p+p_1).$$

The Fermi functions of the two bands, evaluated at $E_t$, are

$$f_n=\frac{1}{1+e^{(E_t-F_n)/kT}}=\frac{n}{n+n_1},\qquad f_p=\frac{1}{1+e^{(E_t-F_p)/kT}}=\frac{p_1}{p+p_1}.$$

Hence $c_n n=A_nf_n$ and $c_pp_1=A_pf_p$, and

$$f=\frac{A_nf_n+A_pf_p}{A_n+A_p}.$$

Each band pulls the trap towards its own Fermi value. The weight, $A_n$ or $A_p$, is the rate at which that band alone, at fixed carrier density, would relax the filling to that value. Subtracting $f$ from $f_n$, and $f_p$ from $f$, gives

$$f_n-f=\frac{A_p(f_n-f_p)}{A_n+A_p},\qquad f-f_p=\frac{A_n(f_n-f_p)}{A_n+A_p}.$$

Over a common denominator,

$$f_n-f_p=\frac{n(p+p_1)-p_1(n+n_1)}{(n+n_1)(p+p_1)}=\frac{np-n_i^2}{(n+n_1)(p+p_1)} .$$

For $np>n_i^2$ this is positive, so $f_p<f<f_n$ strictly. In dark equilibrium $np=n_i^2$ and all three coincide.

The gap between $f$ and $f_n$ is also what drives recombination. The net electron capture rate per volume is

$$U=N_t[c_nn(1-f)-c_nn_1f]=N_t(c_nn-A_nf)=N_tA_n(f_n-f).$$

Inserting the two previous results gives the Shockley–Read–Hall rate,

$$U=N_t\frac{c_nc_p(np-n_i^2)}{A_n+A_p}.$$

Setting $f=f_n$ would therefore switch off the recombination that the trap is meant to describe.

**Where capture alone decides**

Write $r=c_nn+c_pp$ for the total capture rate. If both emission rates are small compared with $r$, the filling approaches

$$f_0=\frac{c_nn}{c_nn+c_pp}.$$

To find the error, use $c_nn=f_0r$:

$$f-f_0=\frac{f_0r+e_p-f_0(r+e_n+e_p)}{r+e_n+e_p}=\frac{(1-f_0)e_p-f_0e_n}{r+e_n+e_p}.$$

The two terms in the numerator have opposite signs, so $|f-f_0|\le\max(e_n,e_p)/r$.

Define the demarcation energies as those at which an emission rate equals $r$. For electrons, $c_nn\,e^{(E-F_n)/kT}=r$. For holes, $c_pp\,e^{(F_p-E)/kT}=r$. Taking logarithms,

$$E_{dn}=F_n+kT\ln\!\left(1+\frac{c_pp}{c_nn}\right),\qquad E_{dp}=F_p-kT\ln\!\left(1+\frac{c_nn}{c_pp}\right).$$

When $F_n$ and $F_p$ are many $kT$ apart, there is a plateau $f\approx f_0$ between the demarcation energies. It is flat in the absolute sense of the bound above, and for strongly unequal capture rates a demarcation energy can lie outside the gap. At $E_{dn}$ hole emission is then negligible and $f=f_0r/(2r)=f_0/2$. At $E_{dp}$ the empty fraction is likewise $(1-f_0)/2$.

Beyond these energies the familiar rule returns. Well above $E_{dn}$, electron emission dominates and $f\approx c_nn/e_n=e^{(F_n-E_t)/kT}$, the Fermi tail of $F_n$. Well below $E_{dp}$, $1-f\approx c_pp/e_p=e^{(E_t-F_p)/kT}$, the tail belonging to $F_p$.

**Your iron level**

I use rough typical cross-sections of $4\times10^{-14}$ cm² for electrons and $7\times10^{-17}$ cm² for holes. The positive empty centre attracts electrons, which favours the larger electron value. With thermal speeds of $2.0\times10^7$ and $1.6\times10^7$ cm/s,

$$c_n=8.0\times10^{-7},\qquad c_p=1.12\times10^{-9}\ \text{cm}^3/\text{s}.$$

Take $N_A=10^{16}$ cm⁻³, $N_t=2\times10^{12}$ cm⁻³ and uniform generation $G=10^{19}$ cm⁻³ s⁻¹. Integrating the rate equations in time from the dark state, with charge neutrality, gives $n=1.13\times10^{13}$ and $p=1.001\times10^{16}$ cm⁻³. The rates per trap are then

- electron capture: $c_nn=9.04\times10^6$ s⁻¹;
- hole capture: $c_pp=1.12\times10^7$ s⁻¹;
- hole emission: $1.25\times10^4$ s⁻¹;
- electron emission: 8.3 s⁻¹.

The plateau value is $f_0=9.04/(9.04+11.21)=0.446$, and the full formula gives 0.447. These digits assume fully ionised boron; allowing for incomplete ionisation (0.045 eV, degeneracy 4) lowers $p$ to $0.993\times10^{16}$ cm⁻³ and raises $f$ to 0.450. Holes are far more numerous, but $c_n/c_p=714$ nearly makes up for it.

The demarcation energies are $0.739+0.02585\ln(2.24)=0.760$ eV and $0.204-0.02585\ln(1.81)=0.189$ eV. Your level lies well inside. Using $F_p$ would give $f_p=1.1\times10^{-3}$, which is practically the dark filling. Using $F_n$ would leave an empty fraction of only $9\times10^{-7}$. The actual density of positive iron is $1.11\times10^{12}$ cm⁻³, against $2.00\times10^{12}$ in the dark.

**Why the filling is nonthermal**

For any single level you can invert the Fermi function and assign a formal Fermi level $E^*=E_t+kT\ln[f/(1-f)]$. It has no predictive use here, as hypothetical levels with the same $n$, $p$, $c_n$ and $c_p$ show:

| $E_t$ (eV) | $f$ | $E^*$ (eV) |
|---|---|---|
| 0.10 | 0.983 | 0.205 |
| 0.30 | 0.454 | 0.295 |
| 0.38 | 0.447 | 0.374 |
| 0.55 | 0.446 | 0.544 |
| 0.85 | 0.013 | 0.739 |

On the plateau $E^*$ merely follows the level. In the outer rows it settles close to $F_p$ or $F_n$, as the tails require.

The filling also depends on the kind of defect. Keep $E_t$, $n$ and $p$, but set $c_n=c_p$, and $f$ falls to $2.2\times10^{-3}$. That is about twice $f_0=n/(n+p)=1.1\times10^{-3}$, because $p_1=1.12\times10^{13}$ cm⁻³ is almost equal to $n$, so hole emission fills the trap as often as electron capture does. The absolute error is still tiny, but the relative error is not. Both emission rates must be small compared with $r$, and that alone is not enough: for an accurate small $f$ you also need $e_p\ll c_nn$, and for an accurate small $1-f$ you also need $e_n\ll c_pp$.

The same care is needed when $f$ looks thermal. At $n=10^{15}$ cm⁻³, with $p=N_A+n$ and the original coefficients, $f=0.985$ seems close to $f_n\approx1$. Yet the empty fraction is 0.015, whereas $F_n$ predicts $1.0\times10^{-8}$. Electron capture needs those empty traps.

**What changes at fixed generation**

If the trap carries all the recombination, net hole capture must equal generation: $G=N_t[c_ppf-e_p(1-f)]$. With hole emission negligible,

$$f\approx\frac{G}{N_tc_pp}=\frac{10^{19}}{(2\times10^{12})(1.12\times10^7)}=0.446 .$$

The electron coefficient has dropped out, provided that $n\ll N_A$, so that $p$ stays close to the doping. Halving the electron cross-section at fixed $G$ doubles $n$ to $2.26\times10^{13}$ cm⁻³ and leaves $f$ at 0.446. Halving the hole cross-section raises $f$ to 0.89; doubling it lowers $f$ to 0.22. If the estimate exceeds 1 with $p=N_A$, it cannot be used that way: $p$ must exceed the doping by at least that factor, or another recombination path must take over.

**How far to trust 0.45 in a real wafer**

Of the two cross-sections, it is the hole value that matters at fixed $G$, as the factor-of-two changes show. If instead $F_n$ and $F_p$ are held fixed, as in your question, $n$ and $p$ are fixed and $f$ depends on the ratio $c_n/c_p$. Halving the electron cross-section or doubling the hole one then gives 0.29, and an electron cross-section of $3.6\times10^{-15}$ cm² gives 0.07. The thermal speeds paired with the cross-sections matter too: $1.1\times10^7$ cm/s for both carriers gives 0.39 at fixed quasi-Fermi levels and 0.65 at fixed $G$. By $f\approx G/(N_tc_pp)$, the assumed generation, iron density and doping enter just as strongly. The assumed iron density is high for a good solar-cell wafer, and the resulting lifetime $n/G=1.1$ µs is correspondingly short. In a 180 µm wafer with a 600 µm absorption length, generation is not quite uniform: without diffusion, $f$ would be 0.52 at the front and 0.38 at the back. Electron diffusion ($D_n\approx28$ cm²/s, surfaces at 10 cm/s) narrows this to about 0.47 and 0.43. At 340 K, with $G$ fixed and an assumed hole-capture barrier of 0.045 eV, $f$ is 0.35. Radiative, Auger and surface recombination together take about 0.14% of $G$, for rough coefficients and well-passivated surfaces (10 cm/s). Optical emission, for a rough cross-section of $10^{-16}$ cm², is about 70 s⁻¹ and negligible beside capture.

A cell delivering current breaks the open-circuit assumption more seriously, because extraction lowers $n$. At $n=10^{12}$ cm⁻³, with $p=N_A+n$, $f$ is only 0.07. In boron-doped silicon, iron also pairs with boron, and the pair has different levels. The numbers here apply after the pairs have been split and before they re-form. The remaining values are in the numerical output.

## Numbers as computed

```
T = 300 K, kT = 0.02585 eV, gap = 1.12 eV
Nc = 2.80e+19, Nv = 2.70e+19, ni = 1.076e+10 cm^-3
level = 0.38 eV; NA = 1.0e+16, Nt = 2.0e+12 cm^-3
sigma_n = 4.0e-14, sigma_p = 7.0e-17 cm^2
thermal speeds: electrons 2.0e+07, holes 1.6e+07 cm/s
cn = 8.000e-07, cp = 1.120e-09 cm^3/s, cn/cp = 714.3
generation G = 1.00e+19 cm^-3 s^-1
wafer 180 um, absorption length 600 um, wavelength 1050 nm
entering flux 6.94e+17 cm^-2 s^-1, power 0.131 W/cm^2
phonon test: S = 3, quantum 0.04 eV, 9 phonons, capture/reverse = 1.1162e+06
n1 = 1.037e+07, p1 = 1.116e+13 cm^-3
lit: n = 1.1294e+13, p = 1.00102e+16 cm^-3, n/p = 1.128e-03
capture rates: electrons 9.035e+06, holes 1.121e+07 s^-1
emission rates: electrons 8.295e+00, holes 1.250e+04 s^-1
filled fraction f = 0.4466, plateau f0 = 0.4462
Fermi values: 1-f_n = 9.181e-07, f_p = 1.114e-03
dark filling after light off = 1.115e-03
positive iron: lit 1.107e+12, dark 1.998e+12 cm^-3
SRH rate = 1.0000e+19 cm^-3 s^-1, lifetime n/G = 1.129 us
F_n = 0.7394, F_p = 0.2042 eV
demarcation energies: upper 0.7602, lower 0.1890 eV
Hypothetical levels, same n, p, cn, cp: E (eV), f, f_n, f_p, formal EF (eV)
  0.10  9.8281e-01  1.0000e+00  9.8257e-01  0.2046
  0.20  6.6484e-01  1.0000e+00  5.4082e-01  0.2177
  0.30  4.5370e-01  1.0000e+00  2.4021e-02  0.2952
  0.38  4.4659e-01  1.0000e+00  1.1136e-03  0.3745
  0.55  4.4612e-01  9.9934e-01  1.5536e-06  0.5444
  0.70  4.0667e-01  8.2096e-01  4.6929e-09  0.6902
  0.85  1.3434e-02  1.3662e-02  1.4176e-11  0.7389
same level, n and p, but cn = cp: f = 2.238e-03
Injection sweep, p = NA + n: n (cm^-3), f, 1-f, 1-f_n
  1e+11  0.0082  9.9181e-01  1.037e-04
  1e+12  0.0676  9.3237e-01  1.037e-05
  1e+13  0.4168  5.8320e-01  1.037e-06
  1e+14  0.8761  1.2387e-01  1.037e-07
  1e+15  0.9848  1.5166e-02  1.037e-08
Fixed generation, changed cross-section:
  sigma_n halved: f = 0.4461, n = 2.257e+13 cm^-3
  sigma_p halved: f = 0.8880, n = 5.583e+13 cm^-3
  sigma_p doubled: f = 0.2239, n = 8.053e+12 cm^-3
nonuniform light, no diffusion: f front 0.5166, back 0.3832
340 K with hole barrier 0.045 eV: f = 0.3464
trap degeneracy factor 2: f = 0.4472
carrier degeneracy p/(2^1.5 Nv) = 1.31e-04
optical emission (1e-16 cm^2) = 69.4 s^-1, over total capture 3.4e-06
radiative+Auger+surface (10 cm/s) over G = 1.42e-03
```
